# The magnetic force theorem and its error for magnetic anisotropy, part 1

(Sections cited here and not found follow in the second part.)

Take a magnet whose electrons are described by a single density variable $q$, say the charge on one atom, measured from its value in a self-consistent reference calculation without spin–orbit coupling. Let the interaction energy be $\tfrac12 Kq^2$ with a constant $K$; a term linear in $q$ can be counted as part of the fixed one-body operator. The potential conjugate to $q$ is then $V=Kq$, and the reference has $q=0$, $V=0$. Now switch on spin–orbit coupling with the magnetization along a unit vector $\hat n$, and suppose that the free energy of independent electrons in the potential $V$, at fixed electron number, is exactly quadratic,

$$F_b(V)=F_0(\hat n)+r(\hat n)V+\tfrac12\chi V^2 .$$

The density these electrons produce is $q_{\rm out}=dF_b/dV=r+\chi V$, so $r$ is the density change that spin–orbit coupling causes in the frozen potential and $\chi$ is the response. Self-consistency, $q^*=r+\chi Kq^*$, gives $q^*=r/(1-\chi K)$. The total free energy is $F_b$ with the potential energy $Vq$ removed and the interaction energy added:

$$F^*=F_0+rKq^*+\tfrac12\chi K^2q^{*2}-Kq^{*2}+\tfrac12Kq^{*2}=F_0+rKq^*-\tfrac12K(1-\chi K)q^{*2}=F_0+\tfrac12 rKq^* ,$$

where $(1-\chi K)q^*=r$ was used in the last step. The band free energy $F_0(\hat n)$ in the frozen potential therefore misses the self-consistent value by

$$R=F_0-F^*=-\tfrac12 rKq^*=-\frac{Kr^2}{2(1-\chi K)} ,$$

with no term linear in $r$. The difference $F_0(\hat n_1)-F_0(\hat n_2)$ is the anisotropy apart from an error of second order in the density change, which is the magnetic force theorem. Two of its limits are already visible. Since $\chi<0$, a repulsive kernel $K>0$ gives $R<0$, while an exchange kernel $K<0$ with $\chi K<1$ gives $R>0$, so the frozen-potential value bounds nothing. And $R$ diverges as $\chi K\to1$, the Stoner instability, where a small $r$ produces a large $q^*$.

For the general case, work in spin-density-functional theory at temperature $T$ in a finite basis, with one-body operator $h=h_0+\xi\,\mathbf L\cdot\mathbf S$, $\mathbf S=\boldsymbol\sigma/2$, $\hbar=1$. The state is a one-particle density matrix $\gamma$ with $\operatorname{Tr}\gamma=N$, and the interaction depends on it through real variables $q_a=\operatorname{Tr}(\gamma O_a)$, charge and magnetization at points or on sites, with Hermitian $O_a$. The free-energy functional is

$$F[\gamma]=\operatorname{Tr}(h\gamma)-TS[\gamma]+E_{Hxc}(q),\qquad S=-k_B\operatorname{Tr}[\gamma\ln\gamma+(1-\gamma)\ln(1-\gamma)] .$$

$E_{Hxc}$ is assumed three times differentiable near the densities that occur, with $V_a=\partial E_{Hxc}/\partial q_a$ and the symmetric kernel $K_{ab}=\partial V_a/\partial q_b$. The rule $\delta\operatorname{Tr}g(A)=\operatorname{Tr}[g'(A)\delta A]$, which holds for each power of $A$ by cyclicity of the trace and hence for smooth $g$ whether or not eigenvalues are degenerate, gives $\delta S=-k_B\operatorname{Tr}\{\delta\gamma\,\ln[\gamma/(1-\gamma)]\}$. With a multiplier $\mu$ for $N$, stationarity of $F$ requires $H-\mu+k_BT\ln[\gamma/(1-\gamma)]=0$, where $H=h+\sum_aV_aO_a$. Thus $\gamma=f(H)$ with $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/k_BT}+1)$, and $V$ belongs to the density $q^*$ of that same $\gamma^*$. The stationary value is $F^*$.

For an arbitrary potential $V$, let $\varepsilon_i$ and $f_i$ be the levels of $H$ and their occupations with $\sum_if_i=N$, let $q_{\rm out}$ be the resulting density, and define the band free energy $F_b[V]=\sum_if_i\varepsilon_i-TS$. From $\ln f_i=\ln(1-f_i)-(\varepsilon_i-\mu)/k_BT$, each level contributes $k_BT[f_i\ln f_i+(1-f_i)\ln(1-f_i)]=k_BT\ln(1-f_i)-f_i(\varepsilon_i-\mu)$ to $-TS$. Adding $f_i\varepsilon_i$ and summing,

$$F_b=\Omega(\mu)+\mu N,\qquad \Omega(\mu)=k_BT\sum_i\ln(1-f_i)=-k_BT\sum_i\ln\!\left(1+e^{(\mu-\varepsilon_i)/k_BT}\right).$$

Each term of $\Omega$ has derivative $f_i$ with respect to $\varepsilon_i$ and $-f_i$ with respect to $\mu$. The trace rule then gives $\partial\Omega/\partial V_a=\operatorname{Tr}[f(H)O_a]=q_{{\rm out},a}$ at fixed $\mu$, and $\partial\Omega/\partial\mu=-\sum_if_i$. At fixed $N$ the chemical potential moves with $V$, but

$$\frac{\partial F_b}{\partial V_a}=q_{{\rm out},a}+\Big(N-\sum_if_i\Big)\frac{\partial\mu}{\partial V_a}=q_{{\rm out},a}. \tag{1}$$

Both the fixed electron number and the entropy were needed for (1). At $T>0$ the quantity in the theorem is the band free energy, and the bare sum $\sum f_i\varepsilon_i$ can take its place in energy differences only when the dependence of $TS$ on direction is negligible.

The response $\chi_{ab}=\partial q_{{\rm out},a}/\partial V_b$ at fixed $N$ follows from varying $[H,\gamma]=0$. The $ij$ element of $[\delta H,\gamma]+[H,\delta\gamma]=0$ is $(f_j-f_i)\delta H_{ij}+(\varepsilon_i-\varepsilon_j)\delta\gamma_{ij}=0$, which fixes $\delta\gamma_{ij}$ for unequal levels. Within a level, in the basis that diagonalizes $\delta H$, the occupation changes by $f'(\varepsilon_i)(\delta H_{ii}-\delta\mu)$. Both cases are contained in

$$\delta q_a=\sum_{ij}w_{ij}\,O_{a,ij}\,\delta H_{ji}-\delta\mu\sum_if'_i\,O_{a,ii},\qquad w_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}=w_{ji}, \tag{2}$$

with $w_{ij}=f'_i$ for equal levels. Setting $O_a=1$ and $\delta N=0$ gives $\delta\mu=\sum_if'_i\delta H_{ii}/\sum_if'_i$, and with $\delta H=O_b\,\delta V_b$,

$$\chi_{ab}=\sum_{ij}w_{ij}O_{a,ij}O_{b,ji}-\frac{\big(\sum_if'_iO_{a,ii}\big)\big(\sum_jf'_jO_{b,jj}\big)}{\sum_kf'_k}.$$

Now define, for any input density $q$, the Harris–Foulkes functional

$$F_H(q)=F_b[V(q)]-V(q)\cdot q+E_{Hxc}(q).$$

At self-consistency $F_b=\operatorname{Tr}(h\gamma^*)+V\cdot q^*-TS[\gamma^*]$, so the terms $V\cdot q^*$ cancel and $F_H(q^*)=F^*$. Its gradient has four contributions. By (1) and the chain rule the band term gives $\sum_bq_{{\rm out},b}K_{ba}$; the product $-V\cdot q$ gives $-\sum_bK_{ba}q_b-V_a$; and $E_{Hxc}$ gives $+V_a$. The two $V_a$ cancel:

$$\frac{\partial F_H}{\partial q}=K(q)\,[\,q_{\rm out}(q)-q\,]. \tag{3}$$

The gradient vanishes at $q^*$. Let $q_{\rm in}$ be the density that generates the frozen potential, $\Delta=q_{\rm in}-q^*$, and $q_s=q^*+s\Delta$, so that $dq_s/ds=\Delta$. Integrating (3) along this line gives the error exactly:

$$R\equiv F_H(q_{\rm in})-F^*=\int_0^1ds\;\Delta\cdot K(q_s)\,[\,q_{\rm out}(q_s)-q_s\,]. \tag{4}$$

The bracket is zero at $s=0$ and has derivative $\chi K\Delta-\Delta$ there, because $\delta V=K\Delta\,ds$. Hence it equals $s(\chi K-1)\Delta+O(\Delta^2)$, and $K(q_s)=K+O(\Delta)$. With $\int_0^1s\,ds=\tfrac12$, and with the residual $r=q_{\rm out}(q_{\rm in})-q_{\rm in}=(\chi K-1)\Delta+O(\Delta^2)$, which is the bracket at $s=1$,

$$R=\tfrac12\,\Delta\cdot K(\chi K-1)\Delta+O(\Delta^3)=\tfrac12\,r\cdot K\Delta+O(\Delta^3)=\tfrac12\,r\cdot K(\chi K-1)^{-1}r+O(\Delta^3). \tag{5}$$

The second form uses the symmetry of $K$. The third assumes that $\chi K-1$ has a bounded inverse on the variations that occur, which is also what makes $\Delta$ of the same order as $r$; it needs no self-consistent solution. Evaluating $K$ and $\chi$ at $q_{\rm in}$ in place of $q^*$ changes only the third-order term. For one variable, $q_{\rm in}=0$ and $\Delta=-q^*$ return the opening result. The smoothness used here is supplied by $T>0$; in a finite system at $T=0$ a level crossing at the Fermi energy between $q^*$ and $q_{\rm in}$ makes $q_{\rm out}$ jump, and (5) fails.

The step that is specific to magnetism concerns the last two terms of $F_H$. Assume that $E_{Hxc}$ is unchanged when all magnetizations are turned by one rotation $\mathcal R$ with the lattice held still, $E_{Hxc}(\mathcal Rq)=E_{Hxc}(q)$. This excludes the magnetic dipole energy and terms that tie the direction of the spin magnetization to the lattice or to orbital currents. Differentiating gives $\mathcal R^TV(\mathcal Rq)=V(q)$, so $V(\mathcal Rq)\cdot\mathcal Rq=V(q)\cdot q$. If $q_{\rm in}(\hat n_1)$ and $q_{\rm in}(\hat n_2)$ are rotated copies of one density, then $E_{Hxc}-V\cdot q_{\rm in}$ is the same number for both, and subtracting $F^*=F_H(q_{\rm in})-R$ for the two directions leaves

$$F^*(\hat n_1)-F^*(\hat n_2)=F_b(\hat n_1)-F_b(\hat n_2)-[R(\hat n_1)-R(\hat n_2)], \tag{6}$$

with each $R$ of second order in its own $\Delta$. This is the theorem. From here on $q_{\rm in}$ is the collinear self-consistent density at $\xi=0$, turned to $\hat n$; since $h_0$ does not act on spin, every rotated copy is self-consistent at $\xi=0$, so $r\to0$ as $\xi\to0$. The proof used only that $H$ is linear in $V$, that (1) holds, the smoothness of $E_{Hxc}$ and $q_{\rm out}$, and the rotational invariance. It therefore carries over to a Dirac–Kohn–Sham operator whose exchange field couples through $\beta\boldsymbol\Sigma$, with the sums restricted to positive-energy states, because $\partial\varepsilon_i/\partial V_a=O_{a,ii}$ still yields (1); there spin–orbit coupling is not a separate term with a coefficient $\xi$, and the size of $\Delta$ must be judged separately.

The symbol $F^*(\hat n)$ needs a definition, because with spin–orbit coupling a self-consistent magnetization cannot point anywhere it likes. In the collinear functional the variables are the charge and the projection $\mathbf m\cdot\hat n$, the exchange field lies along $\hat n$ by construction, and a solution exists for every $\hat n$ away from an instability; rotating $q_{\rm in}$ changes the operators $O_a$ and leaves the numbers alone. In the noncollinear functional all three components are free. At $\xi=0$ the family $q^*(\theta)$ of rotated solutions has zero residual for all $\theta$, and differentiating gives $(\chi K-1)\,dq^*/d\theta=0$: global rotations are zero modes, and the inverse in (5) is not bounded as $\xi\to0$. If $\hat n$ is a rotation axis or the normal of a mirror plane, $r$ and $\Delta$ are invariant under the operations that preserve the magnetized state, while a uniform tilt away from $\hat n$ is not, so the inverse is needed only on a subspace free of those modes. For a general $\hat n$ nothing keeps the moment from turning through a finite angle, $\Delta$ is not small, and (6) is of no use unless the direction is constrained.

Calculations are sometimes easier at a fixed chemical potential $\mu_0$, that of the reference. Let $N(\mu)=\sum_if_i$, $\delta N=N(\mu_0)-N$, $D=dN/d\mu>0$, and $G(\mu')=\Omega(\mu')+\mu'N$, so that $G'=N-N(\mu')$, $G''=-D$ and $G(\mu)=F_b$. To leading order $\mu-\mu_0=-\delta N/D$, and expanding about $\mu_0$,

$$F_b-G(\mu_0)=-\delta N(\mu-\mu_0)-\tfrac12D(\mu-\mu_0)^2+\dots=\frac{\delta N^2}{D}-\frac{\delta N^2}{2D}+\dots=\frac{\delta N^2}{2D}+O(\delta N^3). \tag{7}$$

Differences of the grand potential $\Omega(\mu_0)$ thus carry an additional error that is again of second order. The sum $\sum f_i\varepsilon_i-TS$ evaluated at $\mu_0$ is another matter: it equals $\Omega(\mu_0)+\mu_0N(\mu_0)=G(\mu_0)+\mu_0\,\delta N$, which is wrong at first order in $\delta N$ by an amount that depends on the zero of energy.

Whether a second-order error is small must be decided against the anisotropy itself, by counting powers of $\xi$ in the regime where $\xi$ is small compared with the level spacings or $k_BT$. Quantize spin along $\hat n$. At $\xi=0$ the operator $H$ is diagonal in spin and real in a real orbital basis, so its orbitals $\phi_{i\sigma}$ are real, while each $L_a$ is Hermitian and purely imaginary, hence antisymmetric. The first-order change of $F_b$ is $\xi\sum_{i\sigma}f_{i\sigma}\tfrac{\sigma}{2}\langle\phi_{i\sigma}|\mathbf L\cdot\hat n|\phi_{i\sigma}\rangle=0$ with $\sigma=\pm1$, because an antisymmetric matrix has no diagonal element between real vectors. The anisotropy starts at $\xi^2$, where a quadratic form in $\hat n$ is allowed at uniaxial or lower symmetry. For the density use (2) with $\delta H=\xi\mathbf L\cdot\mathbf S$. The diagonal elements vanish, so $\delta\mu=0$. Charge and longitudinal moment have operators $P$ and $P\,\boldsymbol\sigma\cdot\hat n$ with $P$ a real symmetric projector on a point or site; they connect equal spins only, and within one spin the sum $\sum_{ij}w_{ij}P_{ij}(\mathbf L\cdot\hat n)_{ji}$ contracts a symmetric matrix with an antisymmetric one and vanishes. The same holds for $N$. In the collinear functional, therefore, $r$, $\Delta$ and $\delta N$ are $O(\xi^2)$, while $R$ and the term (7) are $O(\xi^4)$, two powers below a uniaxial anisotropy. The entropy, like $F_b$, changes first at order $\xi^2$, so leaving out $TS$ is in general an error of the order of the anisotropy.

Transverse moments escape this argument. With spin axes $\hat e_1,\hat e_2,\hat n$ forming a right-handed set, $\langle\downarrow|\mathbf L\cdot\mathbf S|\uparrow\rangle=\tfrac12(L_1+iL_2)$ and $\sigma_1$ has unit elements between opposite spins. The terms of (2) with the two spin orders are complex conjugates, so

their sum is twice the real part of either one; evaluating it, and examining noncollinear and cubic magnets and numerical examples, remains for the next part. Established so far is that the force theorem errs only at second order in the density change, which in the collinear functional is of order $\xi^4$, two powers below a uniaxial anisotropy.
